# Relaxing the density under a dispersion correction: energy and dipole

## What goes wrong

Suppose that a density-dependent dispersion energy is added after a self-consistent calculation has finished. The total energy changes, but the density does not, and neither does any dipole computed from it. If the density is then allowed to relax, and the dispersion potential is weak and the base solution stable, the energy hardly moves. Without an analysis of orders, one could take this as evidence that the density was good enough for the dipole too. That inference is much weaker than it looks: the energy change is quadratic in the density change, while the dipole change is linear, so a small energy change limits the dipole shift only through its square root. The same difference in order decides whether the density response may be left out of a force.

## Setting and assumptions

Atomic units are used. Let $n_0$ minimize a base functional $E_0[n]$ at fixed electron number $N$, and let $D[n]$ be the dispersion functional, with a strength $\lambda$ whose physical value is 1:

$$E_\lambda[n]=E_0[n]+\lambda D[n].$$

The minimizing density is $n_\lambda$. The two energies to compare are

$$E_{\rm post}=E_0[n_0]+\lambda D[n_0],\qquad E_{\rm sc}=E_\lambda[n_\lambda].$$

Their difference is $\Delta E=E_{\rm sc}-E_{\rm post}$. Since $n_0$ is an admissible trial density for $E_\lambda$, $\Delta E\le 0$ at any strength for which the minimum is found.

I assume that the minimum is stable and nondegenerate, and that $n_\lambda$ and the functionals vary smoothly near $\lambda=0$. Write $(f,g)=\int f g\,d\mathbf r$, and let

$$v(\mathbf r)=\frac{\delta D}{\delta n(\mathbf r)}\bigg|_{n_0},\qquad G(\mathbf r,\mathbf r')=\frac{\delta^2D}{\delta n(\mathbf r)\,\delta n(\mathbf r')}\bigg|_{n_0}.$$

If $D$ depends on the nuclear positions alone, $v=0$ and there is nothing to relax. A constant $v$ has no effect either, because $N$ is fixed.

## The density response

When a weak external potential $u$ is added to the base problem, its density becomes

$$n_0+\chi u+\tfrac12\chi_2[u,u]+\dots$$

Here $\chi$ is the static linear response, including the feedback of the Hartree and exchange-correlation potentials, and $\chi_2$ is the quadratic response.

Two properties of $\chi$ are needed. Define $W(\epsilon)=\min_n\{E_0[n]+\epsilon(u,n)\}$. At the minimum, the change of $n$ contributes nothing to the first derivative, so $W'(\epsilon)=(u,n_\epsilon)$ and $W''(0)=(u,\chi u)$. But $W$ is a minimum over functions linear in $\epsilon$, hence concave, so

$$(u,\chi u)\le0.$$

With two potentials $\epsilon u_1+\eta u_2$, equality of the mixed derivatives of $W$ gives $(u_1,\chi u_2)=(u_2,\chi u_1)$.

The stationarity condition for $E_\lambda$ is that of the base problem in the external potential $\lambda\,\delta D/\delta n$, evaluated at $n_\lambda$. Put $n_\lambda=n_0+\lambda n_1+\lambda^2n_2+\dots$. This potential is then $\lambda v+\lambda^2Gn_1+O(\lambda^3)$. Inserting it in the response series and collecting powers gives

$$n_1=\chi v,\qquad n_2=\chi Gn_1+\tfrac12\chi_2[v,v].$$

## Leading energy change and first correction

Differentiate $E_{\rm sc}$ with respect to $\lambda$. The explicit dependence gives $D[n_\lambda]$; the dependence through $n_\lambda$ gives zero by stationarity. For the other energy, $dE_{\rm post}/d\lambda=D[n_0]$. The two energies agree at $\lambda=0$, so

$$\Delta E=\int_0^\lambda\big(D[n_s]-D[n_0]\big)\,ds.$$

The integrand follows from the Taylor series of $D$:

$$D[n_s]-D[n_0]=s\,d_1+s^2d_2+O(s^3),$$

$$d_1=(v,n_1),\qquad d_2=(v,n_2)+\tfrac12(n_1,Gn_1).$$

By the symmetry of $\chi$, $(v,\chi Gn_1)=(\chi v,Gn_1)=(n_1,Gn_1)$. Therefore

$$d_2=\tfrac32(n_1,Gn_1)+\tfrac12(v,\chi_2[v,v]).$$

Integration over $s$ supplies the factors $1/2$ and $1/3$:

$$\boxed{\Delta E=\lambda^2e_2+\lambda^3e_3+O(\lambda^4)}$$

$$e_2=\tfrac12(v,\chi v)\le0,\qquad e_3=\tfrac12(n_1,Gn_1)+\tfrac16(v,\chi_2[v,v]).$$

The sign of $e_3$ is not fixed. Its first part comes from the change of the dispersion potential as the density moves, its second from the nonlinearity of the base response.

The leading term $\frac12\lambda(v,\delta n)$, with $\delta n=\lambda n_1$, looks linear in $\delta n$. It is quadratic, because $\lambda v$ is the potential that produces $\delta n$ and so is itself proportional to it. Where $\chi$ can be inverted on number-conserving changes, $\lambda v=\chi^{-1}\delta n$ up to a constant, and

$$\Delta E\simeq\tfrac12(\delta n,\chi^{-1}\delta n).$$

The expansion also shows where the energy goes. The dispersion part changes by $\lambda(D[n_\lambda]-D[n_0])=\lambda^2d_1+\lambda^3d_2$. Since $d_1=2e_2$ and $d_2=3e_3$,

$$\Delta E_{\rm disp}=2\lambda^2e_2+3\lambda^3e_3,\qquad \Delta E_{\rm base}=-\lambda^2e_2-2\lambda^3e_3,$$

up to $O(\lambda^4)$. At leading order the dispersion energy gains twice $|\Delta E|$, and half of that gain is paid back as a rise of the base energy.

The expansion is useful when the corrections are small. A nearly unstable base solution has a large $\chi$ along its soft direction. If $v$ couples to that direction, $|e_2|$ is large and the higher-order terms need not be small, so the quadratic estimate can fail.

## Quick estimates

Let $q=\frac12\int|\delta n|\,d\mathbf r$ be the displaced charge in electrons. Number conservation means that $q$ leaves some regions and enters others. If $\Delta v$ is the average of $\lambda v$ over the depleted density minus its average over the added density, then $\lambda(v,\delta n)=-q\Delta v$ and

$$\Delta E\simeq-\tfrac12q\,\Delta v.$$

A thousandth of an electron moving through a potential drop of a millihartree gives half a microhartree.

A second estimate uses the base orbitals but ignores feedback. For doubly occupied real orbitals, second-order perturbation theory in a fixed one-electron Hamiltonian gives each occupied level $i$ the shift $\lambda^2\sum_{p\ne i}v_{ip}^2/(\varepsilon_i-\varepsilon_p)$. In the sum over $i$, pairs of occupied orbitals cancel, because exchanging the labels reverses the denominator. With empty orbitals $a$ and a factor 2 for spin,

$$\Delta E_{\rm unc}=2\lambda^2\sum_{ia}\frac{v_{ia}^2}{\varepsilon_i-\varepsilon_a}.$$

## The dipole is first order

For fixed nuclei, the electronic dipole along $z$ is $-(z,n)$, since electrons carry charge $-1$. Hence

$$\Delta\mu=\lambda\mu_1+\lambda^2\mu_2+\dots,\qquad \mu_1=-(z,\chi v),\quad \mu_2=-(z,n_2).$$

Nothing makes $\mu_1$ vanish in general, because $n_0$ minimizes the energy, not the dipole. Symmetry can make it vanish, for instance in a molecule with an inversion centre.

There is a second way to define a dipole, as $-dE/dF$ in a field $F$ that adds $+Fz$ to the energy of each electron. The base density then changes at the rate $dn_0/dF=\chi z$. Applied to the post-SCF energy, with $\mu_0$ the base dipole, this definition gives

$$-\frac{dE_{\rm post}}{dF}=\mu_0-\lambda(v,\chi z)=\mu_0+\lambda\mu_1.$$

The last step is the symmetry of $\chi$. The derivative of the post-SCF energy thus contains the first-order shift that the dipole of $n_0$ lacks.

Forces follow the same pattern. For a nuclear coordinate $p$,

$$\frac{dE_{\rm post}}{dp}=\frac{\partial E_{\rm post}}{\partial p}\bigg|_{n_0}+\lambda\Big(v,\frac{dn_0}{dp}\Big),$$

where the first term denotes the derivative without the response of $n_0$ inside $D$. Dropping the second term makes an error of first order in $\lambda$. Keeping it leaves a difference from the self-consistent derivative of $d\Delta E/dp$, which is second order.

The dipole shift also limits how small the relaxation energy can be. Since $-\chi$ is a nonnegative symmetric form, the Cauchy–Schwarz inequality gives $(z,\chi v)^2\le(z,\chi z)(v,\chi v)$. The polarizability is $\alpha=-(z,\chi z)$, and $|e_2|=\frac12|(v,\chi v)|$, so

$$|e_2|\ge\frac{\mu_1^2}{2\alpha}.$$

This is a lower bound. Density changes that carry no dipole can cost much more. Read the other way, it is an upper bound on the dipole shift, $|\mu_1|\le\sqrt{2\alpha|e_2|}$.

## A dispersion functional and its potential

The example uses the VV10 functional,

$$D=\int n\Big[\beta+\tfrac12\int n'\Phi\,d\mathbf r'\Big]d\mathbf r,\qquad \Phi=-\frac{3}{2gg'(g+g')}.$$

Primes mark quantities at $\mathbf r'$. With $R=|\mathbf r-\mathbf r'|$ and $\sigma=|\nabla n|^2$,

$$g=\omega R^2+\kappa,\quad g'=\omega'R^2+\kappa',\quad \omega^2=\frac{C\sigma^2}{n^4}+\frac{4\pi n}{3},\quad \kappa=\frac{3\pi b}{2}\Big(\frac{n}{9\pi}\Big)^{1/6}.$$

The parameters are $b=5.9$, $C=0.0093$ and $\beta=(3/b^2)^{3/4}/32$. The $\beta$ term equals $\beta N$, so it causes no response.

To find $v$, vary $n$. The two explicit density factors give equal contributions, cancelling the $1/2$; so do the variations of $g$ and $g'$. Logarithmic differentiation gives

$$\frac{\partial\Phi}{\partial g}=-\Phi\Big(\frac1g+\frac1{g+g'}\Big).$$

Define $U_1=\int n'\,\partial\Phi/\partial g\,d\mathbf r'$ and $U_2=\int n'R^2\,\partial\Phi/\partial g\,d\mathbf r'$. Since $\delta g=R^2\delta\omega+\delta\kappa$, the variation is $\delta D=\int(A\,\delta n+B\,\delta\sigma)\,d\mathbf r$ with

$$A=\beta+\int n'\Phi\,d\mathbf r'+n\Big(U_1\frac{\partial\kappa}{\partial n}+U_2\frac{\partial\omega}{\partial n}\Big),\qquad B=nU_2\frac{\partial\omega}{\partial\sigma}.$$

The definitions of $\kappa$ and $\omega^2$ give

$$\frac{\partial\kappa}{\partial n}=\frac{\kappa}{6n},\quad \frac{\partial\omega}{\partial n}=\frac{1}{2\omega}\Big(\frac{4\pi}{3}-\frac{4C\sigma^2}{n^5}\Big),\quad \frac{\partial\omega}{\partial\sigma}=\frac{C\sigma}{n^4\omega}.$$

Finally $\delta\sigma=2\nabla n\cdot\nabla\delta n$. Integrating by parts, with no boundary term for a finite molecule, yields

$$v=A-2\nabla\cdot(B\nabla n).$$

## Worked example: hydrogen fluoride and H$_2$

The complex is T-shaped. Hydrogen fluoride lies along $z$, with F at the origin and its H pointing at the midpoint of a perpendicular H$_2$. The chosen, unoptimized distances are 0.92 Å for H–F, 0.74 Å for H–H and 3.20 Å from F to the midpoint. The base functional is rPW86 exchange with PBE correlation, in the aug-cc-pVDZ basis.

The linear response was obtained from base calculations with the fixed potentials $\pm0.1v$, by a central difference. For the relaxed energies, the VV10 potential was updated until the density settled. In the tables, 1 µhartree is $10^{-6}$ hartree.

The response calculation gives $e_2=-1.3645$ µhartree and $\mu_1=0.656\times10^{-3}\,e\,\mathrm{bohr}$. The relaxed calculations give:

| $\lambda$ | $\Delta E$ (µhartree) | $\Delta\mu$ ($10^{-3}\,e\,$bohr) | $q$ ($10^{-3}$ electron) |
|---|---:|---:|---:|
| 1 | −1.3665 | 0.660 | 1.877 |
| 1/2 | −0.3414 | 0.329 | 0.938 |
| 1/4 | −0.0853 | 0.164 | 0.469 |

Each halving of $\lambda$ divides the energy change by four, but the dipole shift and displaced charge by two.

The first correction can be read from the full-strength run, if terms beyond $\lambda^3$ are neglected:

$$e_3\approx-1.3665-(-1.3645)=-0.0020\ \text{µhartree}.$$

It is about 0.15% of the leading term. The energy balance then predicts

$$\Delta E_{\rm disp}\approx2(-1.3645)+3(-0.0020)=-2.735\ \text{µhartree},$$

$$\Delta E_{\rm base}\approx1.3645+2(0.0020)=1.3685\ \text{µhartree}.$$

The directly computed changes are −2.735 and 1.3685 µhartree. Their sum agrees by construction, since $e_3$ was taken from it, so only the split between the two parts is an independent check. For the dipole, $\Delta\mu-\mu_1$ at full strength is $0.6596-0.6563\approx0.003$ in units of $10^{-3}\,e\,$bohr, or 0.5% of the leading shift.

The displaced charge puts these numbers on a physical scale. From $\Delta v\simeq2|e_2|/q$,

$$\Delta v\simeq\frac{2\times1.3645\times10^{-6}}{1.877\times10^{-3}}=1.45\times10^{-3}\ \text{hartree}.$$

The relaxation energy is small because a small charge moves through a small potential drop.

The orbital estimate is −2.36 µhartree, 1.73 times the full linear-response result. It has the right order of magnitude, but here the omitted feedback reduces the energy change considerably. The dipole bound, with $\alpha=12.99$ bohr$^3$, is

$$\frac{(0.656\times10^{-3})^2}{2\times12.99}=1.66\times10^{-8}\ \text{hartree}=0.0166\ \text{µhartree}.$$

This is about 1% of $|e_2|$. The bound holds, but it would be a poor estimate of the energy.

In practical units, full relaxation changes the total energy by −0.0036 kJ/mol and the dipole by 0.0017 debye. The dipole shift is 0.086% of the base dipole, so first order does not mean large.

## Effect on the interaction

For an interaction energy, the monomer changes must be subtracted. They were computed in the basis and on the grids of the complex, except that for each system, complex or monomer, the VV10 sum was restricted to the points where its own base density exceeds $10^{-6}$:

$$\Delta E_{\rm int}=-1.367-(-0.517)-(-0.150)=-0.700\ \text{µhartree}.$$

This is −0.0018 kJ/mol. Each of the three relaxation energies is nonpositive, but their difference has no general sign.

At the base densities, VV10 contributes −287 µhartree to the interaction. The net relaxation change of the interaction energy, −0.700 µhartree, is about 0.24% of that contribution; at leading order the VV10 part alone moves by twice this amount, and half of it is paid back in the base energy. The interaction dipole, meaning the dipole of the complex minus those of the monomers, is $81.6\times10^{-3}\,e\,$bohr before relaxation and changes by $0.627\times10^{-3}\,e\,$bohr, or 0.77%.

These values belong to one geometry, one functional, a finite basis and modest integration grids. A denser VV10 grid or a lower density cutoff moves $e_2$ by about 0.0005 µhartree and $\mu_1$ by up to $0.001\times10^{-3}\,e\,$bohr. The basis matters more. In aug-cc-pVTZ, $e_2$ becomes −1.43 µhartree (4.5% larger in size), $\mu_1$ becomes $0.611\times10^{-3}\,e\,$bohr (7% smaller, 0.079% of the base dipole), the displaced charge grows by about 6%, and the orbital estimate is 1.71 times the full response. The extra digits above therefore serve only to show the orders in $\lambda$ at a fixed setting. The interaction differences were obtained in aug-cc-pVDZ alone, and their basis convergence is not established. They omit nuclear motion and are not a prediction of measured binding. For this complex, a post-SCF VV10 energy is adequate unless microhartrees matter. For the dipole, the smallness of $\Delta E$ gives only the bound $|\mu_1|\le\sqrt{2\alpha|e_2|}=\sqrt{2\times12.99\times1.3645\times10^{-6}}\approx6.0\times10^{-3}\,e\,$bohr, about nine times the actual shift; where that bound is not tight enough, $\mu_1$ itself must be computed.
